# Widths of tensile and shear domain walls in flat bilayer graphene

## A wall with a constant stacking penalty

Bilayer graphene has two equivalent low-energy stackings, AB and BA. Across the wall between them, one layer slips relative to the other by a bond length \(d=a/\sqrt3\), where \(a\) is the lattice constant. Suppose first that the slip grows linearly over a width \(w\), and that every point inside the wall costs the same stacking energy \(V_0\) per area. The slip gradient is \(d/w\). If a gradient \(s'\) costs elastic energy \(Ks'^2/4\) per area, the energy per length of wall is

\[
E(w)=\frac K4\left(\frac dw\right)^2w+V_0w=\frac{Kd^2}{4w}+V_0w .
\]

Setting \(dE/dw=-Kd^2/(4w^2)+V_0\) to zero gives

\[
w=\frac d2\sqrt{\frac K{V_0}} .
\]

Stiffness widens the wall and stacking energy narrows it. Two walls with the same \(d\) and \(V_0\) have widths in the ratio of the square roots of their stiffnesses. It remains to find \(K\) for each wall, to replace the constant penalty by the real stacking landscape, and to establish when the slip path is straight.

## Elastic energy of the two layers

Let \(x\) be the wall normal and \(y\) the wall line. In a **tensile** wall the slip vector is along \(x\); in a **shear** wall it is along \(y\). The wall is long, straight and isolated, so displacements depend on \(x\) alone and there is no strain along the wall. The layers are flat, identical and linearly elastic, with two-dimensional Lame constants \(\lambda\) and \(\mu\).

For a displacement \((p_x,p_y)\) of one layer, the strains are \(\varepsilon_{xx}=p_x'\), \(\varepsilon_{xy}=p_y'/2\) and \(\varepsilon_{yy}=0\). The energy per area is

\[
\frac\lambda2\varepsilon_{xx}^2+\mu\left(\varepsilon_{xx}^2+2\varepsilon_{xy}^2\right)
=\frac{\lambda+2\mu}2p_x'^2+\frac\mu2p_y'^2 .
\]

Each component thus has the form \(Kp'^2/2\), with \(K=\lambda+2\mu\) along \(x\) and \(K=\mu\) along \(y\). Write the two layer displacements as \(m+u/2\) and \(m-u/2\), where \(m\) is their mean and \(u\) the relative displacement. Then

\[
\frac K2\left[\left(m'+\frac{u'}2\right)^2+\left(m'-\frac{u'}2\right)^2\right]
=Km'^2+\frac K4u'^2 ,
\]

because the terms in \(m'u'\) cancel. Stacking depends on \(u\) but not on \(m\), so the minimum has \(m'=0\). The layers share the slip equally, with opposite strains, and the elastic energy is

\[
\frac14\left[(\lambda+2\mu)u_x'^2+\mu u_y'^2\right].
\]

If one layer is held rigid instead, the other takes the whole slip and the energy is \(Ku'^2/2\). This amounts to replacing \(K\) by \(2K\): both widths grow by \(\sqrt2\) and their ratio is unchanged.

## Why the path is straight in the two pure walls

Let \(s\) and \(t\) be the components of \(u\) along and across the slip vector, with \(s=t=0\) at the saddle midway between AB and BA. The wall runs from \(s=-d/2\) to \(s=d/2\), with \(t=0\) at both ends.

Reflection in a line along a bond maps each graphene sublattice onto itself. The stacking energy therefore obeys \(V(s,-t)=V(s,t)\), and \(\partial V/\partial t=0\) at \(t=0\). For a tensile wall the equilibrium equations are

\[
\frac{\lambda+2\mu}2s''=\frac{\partial V}{\partial s},\qquad
\frac\mu2t''=\frac{\partial V}{\partial t}.
\]

The second is solved by \(t=0\). For a shear wall the two stiffnesses change places, and \(t=0\) is again a solution. Straightness is thus a result for these two orientations and need not be imposed.

Now let the wall normal make an angle \(\phi\) with the slip vector. The elastic energy is \([\mu|u'|^2+(\lambda+\mu)(n\cdot u')^2]/4\), with \(n=(\cos\phi,\sin\phi)\) in the \((s,t)\) axes. It contains the cross term

\[
\frac{\lambda+\mu}2\sin\phi\cos\phi\;s't' .
\]

On \(t=0\) this leaves a sideways force proportional to \(s''\), which the stacking energy cannot balance. The path must bend unless \(\sin\phi\cos\phi=0\).

## The width ratio for a general stacking energy

On the straight path, measure \(V(s)\) from its value at AB. The energy per length is

\[
E=\int\left[\frac K4s'^2+V(s)\right]dx
=\int\left(\frac{\sqrt K}2s'-\sqrt V\right)^2dx+\sqrt K\int_{-d/2}^{d/2}\sqrt V\,ds .
\]

To verify this, expand the square: its cross term is \(-\sqrt{KV}\,s'\), which the last integral cancels since \(s'dx=ds\). That last integral is fixed by the end points. The least energy on the straight path is therefore reached when the square vanishes:

\[
s'=2\sqrt{\frac{V(s)}K}.
\]

The distance between the points where the slip has the values \(s_1\) and \(s_2\) is

\[
x_2-x_1=\frac{\sqrt K}2\int_{s_1}^{s_2}\frac{ds}{\sqrt{V(s)}} .
\]

The integral does not contain \(K\). With the same \(V\) for both walls,

\[
\boxed{\frac{w_{\rm tensile}}{w_{\rm shear}}=\sqrt{\frac{\lambda+2\mu}\mu}}
\]

This holds for a width between fixed fractions of the slip, and for the full width at half maximum (FWHM) of \(s'\), since half maximum occurs at the same \(s\) in both walls. It does not hold for a width defined by an absolute strain threshold, because the peak strain itself depends on \(K\).

With the two-dimensional Poisson ratio \(\nu=\lambda/(\lambda+2\mu)\), one has \(1-\nu=2\mu/(\lambda+2\mu)\), and the ratio becomes \(\sqrt{2/(1-\nu)}\). It equals \(\sqrt2\) for \(\lambda=0\) and diverges for an incompressible sheet, \(\nu\to1\). Stability of an isotropic sheet requires \(\mu>0\) and \(\lambda+\mu>0\), so \(\lambda+2\mu>\mu\) and the tensile wall is the wider one within this flat model.

## Closed formulas for the simplest graphene landscape

Absolute widths need a specific \(V\). Keep the three shortest pairs of reciprocal vectors, of length \(G=4\pi/(\sqrt3a)\), and let \(V_s\) be the saddle energy per area relative to AB. The saddle lies \(3d/2\) from AA stacking along the bond, and \(3Gd/2=2\pi\). The sum of three cosines centred on AA becomes

\[
V=2V_s\left[\cos Gs-2\cos\frac{Gs}2\cos\frac{\sqrt3Gt}2+\frac32\right].
\]

Set \(\theta=Gs/2\), which runs from \(-\pi/3\) to \(\pi/3\). At \(t=0\), using \(\cos2\theta=2\cos^2\theta-1\),

\[
V=2V_s\left(2\cos^2\theta-2\cos\theta+\frac12\right)=V_s(2\cos\theta-1)^2 .
\]

This vanishes at both ends and equals \(V_s\) at the saddle. Two derivatives with respect to \(t\) give the lateral curvature

\[
\left.\frac{\partial^2V}{\partial t^2}\right|_{t=0}=3V_sG^2\cos\theta\ge\frac32V_sG^2>0 .
\]

By mirror symmetry, small sideways displacements decouple from changes of \(s\) at second order. They cost both elastic and stacking energy, so the straight wall is stable against them.

The profile equation, multiplied by \(G/2\), is

\[
\theta'=G\sqrt{\frac{V_s}K}\,(2\cos\theta-1).
\]

Let \(\tau=\tan(\theta/2)\). Then \(d\theta=2d\tau/(1+\tau^2)\) and \(2\cos\theta-1=(1-3\tau^2)/(1+\tau^2)\), so

\[
G\sqrt{\frac{V_s}K}\,x=\int_0^\tau\frac{2\,d\tau_1}{1-3\tau_1^2}
=\frac2{\sqrt3}\,\mathrm{artanh}(\sqrt3\,\tau).
\]

Solving for \(\tau\) and inserting \(G\) gives

\[
\tan\frac{Gs}4=\frac1{\sqrt3}\tanh\frac x\ell,\qquad
\ell=\frac a{2\pi}\sqrt{\frac K{V_s}} .
\]

The gradient is largest at the saddle and falls to half when \(2\cos\theta-1=1/2\), that is, at \(\cos\theta=3/4\). There \(\tau^2=(1-3/4)/(1+3/4)=1/7\), so \(\tanh(x/\ell)=\sqrt{3/7}\) and

\[
w_{\rm FWHM}=2\ell\,\mathrm{artanh}\sqrt{3/7}.
\]

The energy per length follows from the end-point integral:

\[
E=\sqrt{KV_s}\,\frac2G\int_{-\pi/3}^{\pi/3}(2\cos\theta-1)\,d\theta
=\sqrt{KV_s}\,\frac{\sqrt3a}{2\pi}\left(2\sqrt3-\frac{2\pi}3\right)
=a\left(\frac3\pi-\frac1{\sqrt3}\right)\sqrt{KV_s}.
\]

For implementation, \(V_s\) must be an energy per area of bilayer. A value per unit cell is divided by \(\sqrt3a^2/2\).

## Worked example

Take \(a=0.246\) nm, \(\lambda=350\) eV/nm², \(\mu=950\) eV/nm² and \(V_s=80\) meV/nm². These are rough, rounded values for graphene. The tensile stiffness is \(350+2\times950=2250\) eV/nm², and

\[
\ell_{\rm tensile}=\frac{0.246}{2\pi}\sqrt{\frac{2250}{0.080}}=6.57\ \text{nm},\qquad
\ell_{\rm shear}=\frac{0.246}{2\pi}\sqrt{\frac{950}{0.080}}=4.27\ \text{nm}.
\]

The FWHM values are 10.3 nm and 6.7 nm. Their ratio is \(\sqrt{2250/950}=1.54\). The line energies, 1.25 and 0.81 eV/nm, have the same ratio because \(E\) is also proportional to \(\sqrt K\).

An independent minimization let both slip components vary on an 80 nm interval with a 0.2 nm mesh, starting from a path bent sideways by 0.03 nm. Both pure walls became straight to within \(2\times10^{-9}\) nm. The width ratio was 1.539, both for the FWHM and for the distance between 10% and 90% of the slip. Halving the mesh step from 0.4 to 0.2 nm moved each FWHM by less than 0.01 nm.

A second star of reciprocal vectors, with \(-0.02\) times the first amplitude, tests the independence from the shape of \(V\). This star also raises the saddle energy by 16%, which accounts for most of the narrowing that follows. The widths fell to 9.5 and 6.2 nm, but their ratio stayed at 1.539. The numerical output gives further digits.

For a wall at \(45^\circ\), the minimized path bends sideways by 0.003 nm, about 2% of the slip length. Its energy is 1.040 eV/nm, against 1.051 eV/nm for the best straight path. The straight path is a trial solution here and gives an upper bound, about 1% too high for these parameters.

## Flatness is the decisive condition

A bent bilayer can change its stacking without stretching its layers. Two concentric layers a distance \(h\) apart cover arc lengths that differ by \(h\) times the angle turned. Curvature \(c\) therefore supplies a part \(hc\) of the tensile slip gradient \(s'\), for a suitable sign of bending. With bending rigidity \(\kappa\) per layer, the energy per area is

\[
f=\frac K4(s'-hc)^2+\kappa c^2 .
\]

If the bilayer may bend freely, \(\partial f/\partial c=0\) gives

\[
c=\frac{Kh\,s'}{Kh^2+4\kappa},\qquad
s'-hc=\frac{4\kappa\,s'}{Kh^2+4\kappa}.
\]

Substitution leads to

\[
f=\frac{K\kappa(4\kappa+Kh^2)}{(Kh^2+4\kappa)^2}s'^2
=\frac K4\,\frac\kappa{\kappa+Kh^2/4}\,s'^2 .
\]

For \(\kappa=1.5\) eV and \(h=0.335\) nm, \(Kh^2/4=63.1\) eV. The tensile stiffness is multiplied by \(1.5/64.6=0.023\). In a shear wall the slip is along \(y\), while bending about the wall line shifts the stacking along \(x\), so its stiffness is unchanged at this order. The estimated width ratio becomes \(\sqrt{2250\times0.0232/950}=0.23\): the order of the widths is reversed.

This free limit is only an estimate. It requires a tilt close to \(d/h=0.42\) rad across the wall, which strains a small-slope theory. It also assumes that the regions on either side can tilt freely. Membrane tension \(\sigma\) adds \(\sigma w_z'^2/2\) per area for a height \(w_z(x)\), a cost that grows with the extent of the tilted region. In this small-slope model the tension must be large to matter. When slip and height relax together, the tensile FWHM is still about 1.6 nm at \(\sigma=0.1\) N/m, 2.4 nm at 1 N/m and 5.1 nm at 3 N/m, which is below the shear width; the distance between 10% and 90% of the slip recovers faster, to about 8 nm at 1 N/m and 11.5 nm at 3 N/m. Weak tension alone therefore does not justify the flat formula for a suspended bilayer.

A flat support that resists height changes with a stiffness of 100 eV/nm⁴, an assumed round value, nearly restores the flat result. With the tensile slip profile held fixed, bending then recovers only about 0.2% of the elastic energy. The FWHM is more sensitive, because it depends on the shape of the peak in \(s'\): when slip and height relax together, the tensile FWHM falls by about 3%, to 9.9 nm, and the FWHM ratio falls from 1.54 to 1.49. With a support ten times softer, a narrow central peak forms in \(s'\), and the tensile FWHM drops to about 4 nm, below that of the shear wall. The distance between 10% and 90% of the slip hardly changes: it is 13.3 nm, against 13.4 nm for the flat wall, and remains about 1.5 times the shear value. On a soft support the flat formula can thus hold well for one measure of width and fail for another.

## Comparison with real bilayers and remaining corrections

Observed walls in bilayer graphene are roughly 5 to 10 nm wide, the same size as the model widths. The saddle energy is the least certain input. Since \(w\propto V_s^{-1/2}\), raising it by 20% narrows both walls by about 9% and leaves the ratio alone. Real walls also curve, and so pass through mixed orientations. The straight-path estimate at \(45^\circ\) uses \(K=(2250+950)/2=1600\) eV/nm² and gives a width of about 8.7 nm; letting the path bend reduces it to about 8.4 nm. Flatness is the assumption whose failure matters most: the free limit would narrow the tensile wall from 10.3 to about 1.6 nm.

The other effects are smaller for this example:

- **Strain.** Each layer carries half the slip gradient, so the peak is \(\sqrt{V_s/K}\): 0.60% strain in the tensile wall and a shear angle of 0.92% in the shear wall. In the tensile wall the layer strains are opposite, so cubic elastic terms cancel at first order.
- **Buckling of one layer.** The peak compressive load, a force per length, is \(2250\times0.00596=13.4\) eV/nm², or about 2.1 N/m. A ripple of wave number \(q\) against a flat partner needs a load \(\kappa q^2+k/q^2\), where \(k\) is the interlayer stiffness. The minimum over \(q\) is \(2\sqrt{\kappa k}\), or 65 eV/nm² for a rough \(k=700\) eV/nm⁴. If the partner, which carries the opposite load, can bend as well, the threshold falls, in the limit of long ripples, to \(\sqrt{2\kappa k}\), or about 46 eV/nm². The load stays well below both values.
- **Discrete lattice.** The squared ratio of lattice constant to shear width is 0.0014, which sets the order of gradient corrections to continuum elasticity.
- **Neighbouring walls.** The profile approaches its end values as \(e^{-2|x|/\ell}\). Halfway to a wall 100 nm away, this factor is \(2\times10^{-7}\) for the tensile wall. Closely spaced walls need a periodic solution.
- **Temperature.** At 300 K, \(k_BT=26\) meV is 0.5% of the energy of a piece of shear wall as long as it is wide. This comparison does not cover the slow wandering of long walls or the temperature dependence of \(V_s\) and the elastic constants.

## Table of computed values

```
lattice constant a = 0.246 nm, slip length d = 0.1420 nm
lambda = 350 eV/nm2, mu = 950 eV/nm2
lambda + 2 mu = 2250 eV/nm2
saddle stacking energy = 80 meV/nm2
reciprocal vector length G = 29.493 1/nm
smallest lateral curvature on path = 104.4 eV/nm4
length l, tensile = 6.566 nm
length l, shear = 4.267 nm
FWHM tensile, formula = 10.288 nm
FWHM tensile, minimized = 10.286 nm
FWHM shear, formula = 6.685 nm
FWHM shear, minimized = 6.682 nm
mesh shift 0.4 to 0.2 nm, tensile = 0.00496 nm
mesh shift 0.4 to 0.2 nm, shear = 0.00784 nm
ratio sqrt((lambda+2mu)/mu) = 1.5390
ratio of minimized FWHM = 1.5393
10-90% widths: 13.435 nm tensile, 8.729 nm shear
ratio of 10-90% widths = 1.5392
second-star amplitude / first-star amplitude = -0.02
second-star FWHM: 9.514 nm tensile, 6.180 nm shear
ratio with second star = 1.5394
line energy tensile: formula 1.2462, minimized 1.2461 eV/nm
line energy shear: formula 0.8097, minimized 0.8097 eV/nm
largest sideways slip: tensile 1.9e-09 nm, shear 9.7e-10 nm
45 degree wall: largest sideways slip = 0.0030 nm
45 degree wall: line energy relaxed = 1.0404 eV/nm
45 degree wall: straight-path energy = 1.0509 eV/nm
bending rigidity = 1.5 eV per layer, spacing = 0.335 nm
K h^2/4 for tensile wall = 63.1 eV
free bilayer: tensile stiffness factor = 0.0232
free bilayer: same factor, direct minimization = 0.0232
free bilayer: estimated width ratio = 0.234
free bilayer: estimated tilt d/h = 0.424 rad
support stiffness = 100 eV/nm4
supported: elastic energy lost to bending = 0.235 %
peak layer strain, tensile = 0.596 %
peak layer shear angle, shear wall = 0.918 %
peak compressive load = 13.42 eV/nm
interlayer stiffness = 700 eV/nm4
critical load for layer buckling = 64.8 eV/nm
discreteness (a/FWHM shear)^2 = 1.36e-03
tail factor halfway to a wall 100 nm away = 2.4e-07
kT at 300 K = 25.85 meV
kT / (shear line energy x FWHM) = 4.78e-03
```
